# Why a quadrupole sheet shifts its inner potential without a step

**Question.** A flat sheet of identical axial molecules, each neutral and without a dipole moment, lies between two regions of vacuum. Why is the electrostatic potential the same on both sides, whatever the tilt of the molecules, while the average potential inside the sheet depends on that tilt? How large is the effect for molecules of the kind used in organic films on metal contacts?

**Answer.**

## The mechanism: two dipole layers back to back

Let $z$ be the sheet normal and $A$ the area per molecule. The sheet is laterally periodic, no external field is applied, and the potential $\bar\phi(z)$ is averaged over planes parallel to the sheet. Replace each molecule by a rod with charge $+2q$ at its centre and $-q$ at each end, a distance $l$ from the centre. The rod is neutral and has no dipole. If its axis makes an angle $\theta$ with the normal, the charges lie in three planes, at $z=-l\cos\theta$, $0$ and $+l\cos\theta$.

Go through the sheet from below. Outside, the averaged field is zero. Gauss's law changes it by $-q/(\varepsilon_0A)$ at the first plane, so the potential rises with slope $q/(\varepsilon_0A)$ and gains

$$
h=\frac{q\,l\cos\theta}{\varepsilon_0A}
$$

by the time the middle plane is reached. The charge $+2q$ reverses the field, and the potential falls by the same $h$ over the same distance. The last plane brings the field back to zero.

The lower half of the sheet is a dipole layer with a step up, and the upper half is its mirror image with a step down. The steps cancel outside, but between them the potential is raised. The hump is a triangle of height $h$ and half-width $l\cos\theta$, with area

$$
\int\bar\phi\,dz=h\,l\cos\theta=\frac{q\,l^2\cos^2\theta}{\varepsilon_0A}.
$$

Tilting the rod lowers the hump and also narrows it, hence the square of the cosine.

## The formula for any charge distribution

For a real molecule with charge density $\rho$, let $\bar\rho(z)$ be the laterally averaged density. Averaging Poisson's equation over a lateral cell removes the $x$ and $y$ derivatives, because the potential is periodic in those directions:

$$
\bar\phi''(z)=-\frac{\bar\rho(z)}{\varepsilon_0}.
$$

Neutrality makes $\bar\phi'$ vanish on both sides of the sheet. The step is the integral of $\bar\phi'$. One integration by parts gives

$$
\Delta\bar\phi=\int\bar\phi'\,dz=\big[z\bar\phi'\big]-\int z\,\bar\phi''\,dz
=\frac{1}{\varepsilon_0}\int z\bar\rho\,dz=\frac{p_z}{\varepsilon_0A},
$$

where $p_z$ is the normal dipole per molecule. The step measures the first moment of the charge. With $p_z=0$ it vanishes, whatever the second moment is.

Now set $\bar\phi=0$ in the vacuum, which is possible on both sides at once because there is no step. Two integrations by parts give

$$
\int\bar\phi\,dz=-\int z\,\bar\phi'\,dz=\int\frac{z^2}{2}\,\bar\phi''\,dz
=-\frac{1}{2\varepsilon_0}\int z^2\bar\rho\,dz=-\frac{M_{zz}}{2\varepsilon_0A},
$$

with the second moment $M_{ij}=\int\rho\,r_ir_j\,d^3r$. The boundary terms vanish because $\bar\phi$ and $\bar\phi'$ are zero outside. Moving the origin by $c$ adds to $M_{zz}$ only terms proportional to $c\,p_z$ and to $c^2$ times the total charge, both zero here. The rod has $M_{zz}=-2ql^2\cos^2\theta$, which reproduces the area of the triangle.

For an axial molecule with axis $\mathbf n$, the tensor is $M_{ij}=M_\perp\delta_{ij}+\Theta\,n_in_j$, where $\Theta=M_\parallel-M_\perp$ is the quadrupole moment. Its trace is $T=3M_\perp+\Theta$. With $P_2(x)=(3x^2-1)/2$, so that $\cos^2\theta=\tfrac13+\tfrac23P_2(\cos\theta)$,

$$
M_{zz}=M_\perp+\Theta\cos^2\theta=\frac{T-\Theta}{3}+\frac{\Theta}{3}+\frac{2\Theta}{3}P_2
=\frac T3+\frac{2\Theta}{3}P_2(\cos\theta).
$$

Dividing the integrated potential by the sheet thickness $d$, and writing $v=Ad$ for the volume per molecule, gives the mean inner potential

$$
\boxed{\;\bar V(\theta)=-\frac{1}{2\varepsilon_0v}\left[\frac T3+\frac{2\Theta}{3}P_2(\cos\theta)\right]\;}
$$

The trace gives a shift that does not depend on orientation, and $\Theta$ gives the part that does. The latter vanishes at $\theta=54.7^\circ$, where $P_2=0$, and also for randomly oriented molecules, for which $P_2$ averages to zero.

For a single sheet, $\bar V$ counts the whole hump, including any tail beyond the nominal thickness. In the interior of a thick stack of such sheets with spacing $d$, the average over one repeat collects the tails of the neighbours. It therefore equals $\bar V$, provided the molecular densities simply add.

## What remains outside

The lateral average hides a ripple. Outside the charge, a Fourier component with lateral wave vector of length $G$ obeys $\phi_G''=G^2\phi_G$, so it decays as $e^{-G|z|}$. For point quadrupoles with normal axes on a square lattice of period $a$, the ripple above a site is $0.164$ at height $a$ and $0.0003$ at height $2a$, in units of $\Theta/(4\pi\varepsilon_0a^3)$.

A finite sheet also has an edge. The far potential of one molecule with normal axis is $\Theta P_2(z/s)/(4\pi\varepsilon_0s^3)$, where $s$ is the distance. The trace drops out of it because $\nabla^2(1/s)=0$ away from the source. For a disc of radius $R$, treated as continuous, let $r$ be the lateral distance, so that $s^2=r^2+z^2$ and $r\,dr=s\,ds$. On the axis,

$$
\phi=\frac{\Theta}{2\varepsilon_0A}\int_{|z|}^{\sqrt{R^2+z^2}}\!\left(\frac{3z^2}{2s^4}-\frac1{2s^2}\right)ds
=\frac{\Theta}{2\varepsilon_0A}\left[\frac{s^2-z^2}{2s^3}\right]_{|z|}^{\sqrt{R^2+z^2}}
=\frac{\Theta R^2}{4\varepsilon_0A\,(R^2+z^2)^{3/2}}.
$$

This is even in $z$, so it makes no difference between the two sides, and close to the sheet it falls as $1/R$.

## From the average to an electron level

A level that followed the average would move by $-e\bar V$. A carrier, however, sits on a molecule and feels the potential of the others there. Consider an interior site of a cubic stack: point quadrupoles with parallel axes on a simple cubic lattice, in sheets much wider than the stack is thick. The width matters, because the sum depends on the shape of the sample.

Draw a large sphere of radius $b$ around the site. Inside it, cubic symmetry makes the average of $(\mathbf n\cdot\hat{\mathbf r})^2$ over each shell of neighbours equal to $1/3$, so their contributions cancel. Outside it, treat the quadrupoles as continuous and slice them into sheets at height $z$. Averaging over the azimuth turns $P_2(\mathbf n\cdot\hat{\mathbf r})$ into $P_2(\cos\theta)P_2(z/s)$. A complete sheet gives zero, by the disc formula with $R\to\infty$. A sheet with a hole of radius $\sqrt{b^2-z^2}$ therefore gives minus the potential of the missing disc. Adding these sheets, with $1/v$ molecules per unit volume,

$$
\phi_{\rm site}=-\frac{\Theta P_2(\cos\theta)}{4\varepsilon_0v}\int_{-b}^{b}\frac{b^2-z^2}{b^3}\,dz
=-\frac{\Theta P_2(\cos\theta)}{3\varepsilon_0v},
$$

since the integral is $4/3$. This is the orientation part of $\bar V$; the trace part is absent. In units of $\Theta/(4\pi\varepsilon_0a^3)$, the predicted value for normal axes is $-4\pi/3=-4.1888$, and direct lattice summation gives $-4.1888$. In a single square sheet the sum is $-4.5168$, so the agreement between site and average is not a general rule.

The difference between two orientations is more general. In another lattice of parallel molecules the neighbours inside the sphere need not cancel, but their sum stays the same when the whole crystal, molecules included, is turned. Only the part from outside the sphere changes, and it depends on $\Theta$, $v$ and $\theta$ alone. For one crystal standing on two different faces, the interior site potentials therefore differ by exactly as much as the averages $\bar V$.

## The numbers for benzene

Benzene serves here as a small example of a flat $\pi$-conjugated molecule. Its moments were computed by density-fitted restricted Hartree–Fock in the 6-31+G* basis at a fixed geometry:

- $M_\parallel=-0.08625\ e\,\mathrm{nm^2}$ and $M_\perp=-0.06677\ e\,\mathrm{nm^2}$,
- $\Theta=-0.01948\ e\,\mathrm{nm^2}$, or $-6.96\ e a_0^2$.

The axis is the ring normal. $\Theta$ is negative because the second moment of the electron cloud exceeds that of the nuclei by more along the axis than in the plane of the ring.

Take $A=0.40$ nm² and $d=0.35$ nm for flat molecules ($\theta=0$), and $A=0.20$ nm² and $d=0.70$ nm for upright ones ($\theta=90^\circ$). The volume $v=0.140$ nm³ is thus held fixed. With $e/\varepsilon_0=18.095$ V nm,

$$
\bar V_{\rm flat}=\frac{18.095\times0.08625}{2\times0.140}=5.57\ \mathrm V,\qquad
\bar V_{\rm upright}=\frac{18.095\times0.06677}{2\times0.140}=4.32\ \mathrm V.
$$

The trace part is 4.735 V in both. The orientation parts are $+0.84$ V and $-0.42$ V, and their difference is 1.26 V. The two packings can be one crystal standing on different faces, with a rectangular cell of 0.35, 0.57 and 0.70 nm. In this electrostatic model, electron levels at interior sites then lie 1.26 eV deeper below the vacuum level for flat molecules than for upright ones. Outer layers lack part of their neighbours and shift differently: with the full molecular densities in this cell, the difference is about 1.4 eV in the outermost layer and 1.5 eV between two monolayers. The cell is chosen for simplicity and is not the crystal structure of benzene. It is too tight for real molecules: however the rings are turned about their axis, some hydrogen nuclei of neighbouring molecules are less than 0.2 nm apart. If the flat and upright films have different crystal structures, the sums over near neighbours differ as well, and the shift is no longer fixed by $\Theta$ and $v$ alone.

The means were also found by a separate route: the averaged potential was built from the molecular charge density and integrated over $z$. This gives 5.574 V and 4.315 V, as the moments do, and at least 99.5 % of each integral lies within the nominal thickness. The step is below 0.001 mV, as the inversion symmetry of benzene also requires. A sharper test is a molecule polarized by a field of 2.57 V/nm along its axis. Its dipole of 0.01075 $e$ nm should give $18.095\times0.01075/0.40=0.486$ V, and the step found from its density is 0.486 V. This is the molecules' own contribution, without the applied field.

The flat single sheet, taken as a square lattice with period $a=0.632$ nm, is also only a model: in the orientation used here, hydrogen nuclei of neighbouring molecules are 0.14 nm apart, closer than real molecules could pack. Its point-quadrupole site potential is 0.50 V. Using the full densities of the nearby molecules gives 0.55 V at the ring centre. Both are well below the 0.84 V orientation part of the average. A flat patch of radius 50 nm has an edge potential of only $-4.4$ mV near its centre, once the ripple has died out.

## Beside a real contact

In films of rod-like conjugated molecules, the ionization energy is typically larger for lying than for standing molecules, by roughly half an electronvolt. The model gives the same sign but a larger size, for a different molecule. The smaller 6-31G* basis changes the flat–upright difference from 1.26 to 1.14 V, and the larger aug-cc-pVDZ basis changes it to 1.23 V. Including correlation through the PBE0 functional in 6-31+G* gives 1.17 V, so the value is good to about 0.1 V. Mutual polarization within the film is left out, and its effect was not computed.

On a metal, the step is no longer exactly zero. The image of each quadrupole has the opposite sign, and its field polarizes the molecules. For flat benzene 0.33 nm above the image plane, a point-quadrupole estimate without mutual depolarization gives a field of 0.14 V/nm and a step of about 27 mV, which lowers the work function. The molecule is nearly as wide as its distance from its image, so treating it as a point overstates the field, and the step is an upper estimate; with the full densities and the non-uniform image field it is about 5 mV. The molecules also push back the metal's own electron tail, which can change the work function by several tenths of an electronvolt or more. That is a true interface dipole and must be added separately. Suppose that this dipole, the charge transfer and the polarization energy of a carrier do not change with orientation, that the molecules polarize one another only weakly, and that both films have the same crystal structure, turned as a whole. Then turning the molecules from upright to flat leaves the work function unchanged, apart from the image-induced step, but, for molecules with $\Theta<0$ such as benzene, lowers the film's levels, which raises the barrier for holes. For $\Theta>0$, as in hexafluorobenzene, the shift is reversed. In the layer touching the metal its size is not fixed by $\Theta$ and $v$ alone. The remaining tilts and lattice sums are in the numerical output.

## Calculated quantities

```
Benzene, density-fitted RHF/6-31+G*
C-C and C-H lengths: 0.139 and 0.109 nm
e/eps0: 18.0951 V nm
M parallel to axis: -0.08625 e nm^2
M perpendicular to axis: -0.06677 e nm^2
trace T: -0.21980 e nm^2
Theta: -0.01948 e nm^2 = -6.955 e a0^2
Theta in 6-31G*: -0.01768 e nm^2
flat packing: area 0.40 nm^2, thickness 0.35 nm
upright packing: area 0.20 nm^2, thickness 0.70 nm
volume per molecule: 0.140 nm^3
Mean inner potential from the moments
  tilt 0.0 deg: 5.574 V
  tilt 30.0 deg: 5.259 V
  tilt 54.7 deg: 4.735 V
  tilt 90.0 deg: 4.315 V
trace part, any tilt: 4.735 V
orientation part, flat: 0.839 V
orientation part, upright: -0.420 V
flat minus upright: 1.259 V
same with 6-31G* Theta: 1.143 V
From the density on the grid
  tilt 0 deg: |step| 0.000 mV, mean 5.574 V
    peak 29.23 V, share within thickness 99.5 %
  tilt 40 deg: |step| 0.000 mV, mean 5.054 V
    peak 13.19 V, share within thickness 99.6 %
  tilt 90 deg: |step| 0.000 mV, mean 4.315 V
    peak 16.14 V, share within thickness 99.9 %
contrast: applied field 2.571 V/nm
  induced dipole 0.01075 e nm
  step from density 0.4863 V, p/(eps0 A) 0.4863 V
Site sums in units of Theta/(4 pi eps0 a^3)
  single sheet, normal axes: -4.5168
  cubic stack, tilt 0 deg: -4.1888
  cubic stack, tilt 35 deg: -2.1217
  cubic stack, tilt 90 deg: 2.0944
  ripple one period above a site: 0.1637
  ripple two periods above a site: 0.000277
flat sheet, lattice period: 0.6325 nm
site potential, point quadrupoles: 0.501 V
site potential, full densities: 0.550 V
patch of radius 50 nm, potential near centre: -4.41 mV
axial polarizability volume: 0.00602 nm^3
height above image plane: 0.33 nm
field of image sheet at a molecule: 0.1409 V/nm
step from image-induced dipoles: 26.7 mV
```
